# Step and Peak in the Kohn-Sham Potential of Model LiH: test program

```python
"""Kohn-Sham potential of a one-dimensional two-electron molecule L-H.

Result under test (hartree atomic units, singlet ground state psi(x,y)):
    phi(x)^2 = integral psi^2 dy = n(x)/2,   Phi(y|x) = psi(x,y)/phi(x)
    direct form       v_s = phi''/(2 phi) + E2 - E1
    conditional form  v_s = v + <Phi|h_y + w|Phi> - E1 + (1/2) int (dPhi/dx)^2 dy
E2, E1: two- and one-electron ground energies in the external potential v;
w: soft-Coulomb repulsion; h_y: one-electron Hamiltonian of the other electron.
The last term is the bond peak; the term <h_y + w> - E1 carries the step, which
tends to I_H - I_L (difference of atomic ionization energies) at large R.
"""
from types import SimpleNamespace
import numpy as np
from scipy.constants import physical_constants
from scipy.fft import dstn
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
SOFT_L, SOFT_H, SOFT_E = 1.5, 0.8, 0.8      # softening lengths, bohr
REACH = 14.0                                # box margin beyond each nucleus, bohr
STENCIL = np.array([-49 / 18, 3 / 2, -3 / 20, 1 / 90])   # sixth-order d2/dx2


def second_difference(f, h):
    """Second derivative along the first axis, zero outside the box."""
    out = STENCIL[0] * f
    for k in (1, 2, 3):
        out[k:] += STENCIL[k] * f[:-k]
        out[:-k] += STENCIL[k] * f[k:]
    return out / h**2


def lowest_orbital(kinetic, potential, h):
    energy, vec = eigh(kinetic + np.diag(potential), subset_by_index=[0, 0])
    return energy[0], np.abs(vec[:, 0]) / np.sqrt(h)


def davidson(apply_h, precondition, start, tol):
    """Lowest eigenpair; stops on the norm of the residual."""
    room, m, previous = 14, 0, None
    basis = np.empty((room, start.size))
    image = np.empty((room, start.size))
    small = np.zeros((room, room))
    new = start.ravel().copy()
    for _ in range(200):
        new /= np.linalg.norm(new)
        for _ in range(2):
            new -= (basis[:m] @ new) @ basis[:m]
            new /= np.linalg.norm(new)
        basis[m] = new
        image[m] = apply_h(new.reshape(start.shape)).ravel()
        m += 1
        small[:m, m - 1] = basis[:m] @ image[m - 1]
        small[m - 1, :m] = small[:m, m - 1]
        values, vectors = np.linalg.eigh(small[:m, :m])
        best = vectors[:, 0]
        vector = best @ basis[:m]
        residual = best @ image[:m] - values[0] * vector
        size = np.linalg.norm(residual)
        if size < tol:
            break
        if m == room:
            keep = np.linalg.qr(np.column_stack(
                [vectors[:, :3], np.append(previous, 0.0)]))[0]
            basis[:4] = keep.T @ basis
            image[:4] = keep.T @ image
            small[:4, :4] = keep.T @ small @ keep
            m = 4
        previous = best
        new = precondition(residual.reshape(start.shape)).ravel()
    assert size < tol, "eigensolver did not converge"
    return values[0], vector.reshape(start.shape), size


def kohn_sham(psi, s):
    """Both forms of v_s, and the step and peak terms, from psi on the grid."""
    h = s.h
    phi = np.sqrt(h * np.sum(psi**2, axis=1))
    direct = second_difference(phi, h) / (2 * phi) + s.E2 - s.E1
    h_psi = -0.5 * second_difference(psi.T, h).T + (s.v[None, :] + s.w) * psi
    step_term = h * np.sum(psi * h_psi, axis=1) / phi**2 - s.E1
    cond = psi / phi[:, None]
    peak_term = np.zeros_like(phi)
    for k in (1, 2, 3):
        dist = h * np.sum((cond[k:] - cond[:-k])**2, axis=1)
        peak_term[:-k] += STENCIL[k] * phi[k:] / phi[:-k] * dist
        peak_term[k:] += STENCIL[k] * phi[:-k] / phi[k:] * dist
    peak_term /= 4 * h**2
    return SimpleNamespace(phi=phi, direct=direct, step_term=step_term,
                           peak_term=peak_term,
                           vs=s.v + step_term + peak_term)


def superposition(s):
    """Step and peak parts of v_s for the sum of the two atomic densities."""
    weight = s.phiL**2 / (s.phiL**2 + s.phiH**2)
    slopeL = np.gradient(np.log(s.phiL + 1e-300), s.x)
    slopeH = np.gradient(np.log(s.phiH + 1e-300), s.x)
    level = weight * (s.vL + s.IL) + (1 - weight) * (s.vH + s.IH)
    peak = 0.5 * weight * (1 - weight) * (slopeL - slopeH)**2
    return level, peak


def bond_peak(s, profile):
    inside = np.abs(s.x) <= s.R / 2 + 3.5 * s.h
    spline = make_interp_spline(s.x[inside], profile[inside], k=5)
    fine = np.linspace(-s.R / 2, s.R / 2, 20001)
    values = spline(fine)
    return fine[np.argmax(values)], values.max()


def solve_molecule(R, h, tol=5e-11):
    n = round((R + 2 * REACH) / h) - 1
    x = -(R / 2 + REACH) + h * np.arange(1, n + 1)
    s = SimpleNamespace(R=R, h=h, x=x)
    s.vL = -1 / np.sqrt((x + R / 2)**2 + SOFT_L**2)
    s.vH = -1 / np.sqrt((x - R / 2)**2 + SOFT_H**2)
    s.v = s.vL + s.vH
    s.w = 1 / np.sqrt((x[:, None] - x[None, :])**2 + SOFT_E**2)
    s.kinetic = -0.5 * second_difference(np.eye(n), h)
    eL, s.phiL = lowest_orbital(s.kinetic, s.vL, h)
    eH, s.phiH = lowest_orbital(s.kinetic, s.vH, h)
    s.IL, s.IH = -eL, -eH
    s.E1, _ = lowest_orbital(s.kinetic, s.v, h)
    total = s.v[:, None] + s.v[None, :] + s.w
    angle = np.pi * np.arange(1, n + 1) / (n + 1)
    symbol = -(STENCIL[0] + 2 * sum(STENCIL[k] * np.cos(k * angle)
                                    for k in (1, 2, 3))) / (2 * h**2)
    denominator = symbol[:, None] + symbol[None, :] + 1.0

    def apply_h(f):                         # f is exchange symmetric
        k = -0.5 * second_difference(f, h)
        return k + k.T + total * f

    def precondition(r):
        t = dstn(dstn(r, type=1, norm="ortho") / denominator,
                 type=1, norm="ortho")
        return 0.5 * (t + t.T)

    start = np.outer(s.phiL, s.phiH)
    s.E2, vec, s.residual = davidson(apply_h, precondition, start + start.T, tol)
    s.psi = vec / h
    s.ks = kohn_sham(s.psi, s)
    s.iL = np.argmin(np.abs(x + R / 2))
    s.iH = np.argmin(np.abs(x - R / 2))
    hxc = s.ks.vs - s.v
    s.step = hxc[s.iH] - hxc[s.iL]
    s.x_peak, s.peak = bond_peak(s, s.ks.peak_term)
    level, peak = superposition(s)
    s.super_vs = level + peak - min(s.IL, s.IH)
    s.super_peak = bond_peak(s, peak)[1]
    region = (x > -R / 2 - 8) & (x < R / 2 + 6)
    s.region = region
    s.super_error = np.max(np.abs(s.ks.vs - s.super_vs)[region])
    s.mismatch = np.max(np.abs(s.ks.vs - s.ks.direct)[region])
    return s


H_GRID = 1 / 8
separations = [2.0, 4.0, 6.0, 8.0, 10.0, 12.0]
runs = {R: solve_molecule(R, H_GRID) for R in separations}

# Both forms agree, and the conditional one returns the density and -I.
return_error = 0.0
for s in runs.values():
    assert s.mismatch < 1e-4
    eps, orbital = lowest_orbital(s.kinetic, s.ks.vs, s.h)
    assert abs(eps - (s.E2 - s.E1)) < 1e-6
    return_error = max(return_error, np.max(np.abs(orbital - s.ks.phi)))
assert return_error < 1e-5

# Two-electron energy against configuration interaction in a truncated basis.
s = runs[2.0]
M = 36
e_orb, u = eigh(s.kinetic + np.diag(s.v), subset_by_index=[0, M - 1])
pairs = (u[:, :, None] * u[:, None, :]).reshape(len(s.x), M * M)
ci = (pairs.T @ (s.w @ pairs)).reshape(M, M, M, M).transpose(0, 2, 1, 3)
ci = ci.reshape(M * M, M * M) + np.diag(np.add.outer(e_orb, e_orb).ravel())
E_ci = eigh(ci, eigvals_only=True, subset_by_index=[0, 0])[0]
assert -1e-8 < E_ci - s.E2 < 2e-3

# Superposition formula against direct differentiation of sqrt(n/2).
s = runs[6.0]
level, peak = superposition(s)
root = np.sqrt((s.phiL**2 + s.phiH**2) / 2)
near = np.abs(s.x) < s.R / 2 + 3
formula_error = np.max(np.abs(second_difference(root, s.h) / (2 * root)
                              - level - peak)[near])
assert formula_error < 2e-3

# Dissociation: step, whole potential and peak height at the largest R.
far = runs[12.0]
gap_I = far.IH - far.IL
deviations = [abs(runs[R].step - gap_I) for R in separations]
assert deviations[-1] < 0.02 and deviations[-1] < max(deviations[:-1])
assert far.super_error < 0.05 and far.super_error < runs[6.0].super_error
kL, kH = np.sqrt(2 * far.IL), np.sqrt(2 * far.IH)
dL, dH = far.x_peak + far.R / 2, far.R / 2 - far.x_peak
tail_peak = (kL - 1 / (kL * dL) + kH - 1 / (kH * dH))**2 / 8
limit_peak = (kL + kH)**2 / 8
assert abs(tail_peak / far.peak - 1) < 0.08

# Second grid, and a loosely converged state.
ref = runs[10.0]
coarse = solve_molecule(10.0, 1 / 6)
assert abs(coarse.peak - ref.peak) < 3e-3
assert abs(coarse.step - ref.step) < 3e-3
loose = solve_molecule(10.0, H_GRID, tol=1e-4)
loose_E = abs(loose.E2 - ref.E2)
loose_v = np.max(np.abs(loose.ks.direct - ref.ks.direct)[ref.region])
assert loose_E < 1e-6 and loose_v > 100 * loose_E

# White noise in psi: predicted and sampled error of both forms.
sigma = 5e-7
rng = np.random.default_rng(7)
norm_c = np.sqrt(STENCIL[0]**2 + 2 * np.sum(STENCIL[1:]**2))
predicted = norm_c * sigma * np.sqrt(ref.h) / (2 * ref.h**2 * ref.ks.phi)
solid = ref.ks.phi > 3e-3
z_direct, z_cond = [], []
for _ in range(20):
    g = rng.standard_normal(ref.psi.shape)
    noisy = kohn_sham(ref.psi + sigma * (g + g.T) / np.sqrt(2), ref)
    z_direct.append(((noisy.direct - ref.ks.direct) / predicted)[solid])
    z_cond.append(((noisy.vs - ref.ks.vs) / predicted)[solid])
rms_direct = np.sqrt(np.mean(np.square(z_direct)))
rms_cond = np.sqrt(np.mean(np.square(z_cond)))
assert abs(rms_direct - 1) < 0.1
assert rms_cond < 0.3

# Trusted window: outward from the bond until the two forms disagree.
tau = 0.01
bad = np.abs(noisy.vs - noisy.direct) > tau
centre = np.argmin(np.abs(ref.x))
left, right = np.flatnonzero(bad[:centre]), np.flatnonzero(bad[centre:])
lo = left[-1] + 1 if left.size else 0
hi = centre + right[0] if right.size else len(ref.x)
window = np.zeros(len(ref.x), bool)
window[lo:hi] = True
err_direct = np.abs(noisy.direct - ref.ks.vs)
err_cond = np.abs(noisy.vs - ref.ks.vs)
assert window[ref.iL] and window[ref.iH]
assert err_direct[window].max() < 1.5 * tau
assert err_cond[window].max() < 0.5 * tau
assert err_direct[~window].max() > 0.3

print(f"softening lengths L, H, repulsion: {SOFT_L}, {SOFT_H}, {SOFT_E} bohr")
print(f"grid spacing {H_GRID} bohr, box margin {REACH} bohr")
print(f"largest grid: {len(far.x)} points per electron")
print(f"I_L = {far.IL:.5f} hartree, I_H = {far.IH:.5f} hartree")
print(f"I_H - I_L = {gap_I:.5f} hartree = {gap_I * HARTREE_EV:.3f} eV")
print(f"kappa_L = {kL:.4f}, kappa_H = {kH:.4f} 1/bohr")
print("R, x_peak in bohr; E2, I, step, peak, atomic-sum peak in hartree")
print("   R       E2        I      step     peak   x_peak  sum-peak")
for R, s in runs.items():
    print(f"{R:5.1f} {s.E2:9.5f} {s.E1 - s.E2:8.5f} {s.step:8.4f} "
          f"{s.peak:8.4f} {s.x_peak:7.3f} {s.super_peak:8.4f}")
print(f"step at R=12: {far.step * HARTREE_EV:.3f} eV")
print(f"peak at R=12: {far.peak * HARTREE_EV:.3f} eV")
print(f"peak from Coulomb tails at R=12: {tail_peak:.4f} hartree")
print(f"peak limit for infinite R: {limit_peak:.4f} hartree")
print("profile at R=12: x in bohr, the rest in hartree")
print("     x   step term  peak term   v_Hxc      v_s   atomic sum")
for xp in (-10.0, -6.0, -2.0, 0.0, 1.0, 2.0, 4.0, 6.0, 11.0):
    i = np.argmin(np.abs(far.x - xp))
    print(f"{far.x[i]:6.1f} {far.ks.step_term[i]:10.4f} "
          f"{far.ks.peak_term[i]:10.4f} {far.ks.vs[i] - far.v[i]:9.4f} "
          f"{far.ks.vs[i]:9.4f} {far.super_vs[i]:9.4f}")
print(f"max |v_s - atomic sum|, R=6: {runs[6.0].super_error:.4f} hartree")
print(f"max |v_s - atomic sum|, R=12: {far.super_error:.4f} hartree")
print(f"superposition formula error: {formula_error:.1e} hartree")
print(f"CI minus grid energy, R=2: {E_ci - runs[2.0].E2:.1e} hartree")
print(f"largest residual: {max(s.residual for s in runs.values()):.1e} hartree")
print("largest mismatch of the two forms: "
      f"{max(s.mismatch for s in runs.values()):.1e} hartree")
print(f"orbital recovered from v_s within {return_error:.1e} bohr^-1/2")
print(f"coarse grid change of peak: {coarse.peak - ref.peak:.1e} hartree")
print(f"coarse grid change of step: {coarse.step - ref.step:.1e} hartree")
print(f"loose state, R=10: residual {loose.residual:.1e} hartree")
print(f"  energy error {loose_E:.1e}, v_s error {loose_v:.1e} hartree")
print(f"noise study, R=10: sigma = {sigma:.1e} 1/bohr")
print(f"stencil norm {norm_c:.4f} (dimensionless)")
i = np.argmin(np.abs(ref.x - ref.x_peak))
print(f"phi at the peak: {ref.ks.phi[i]:.4f} bohr^-1/2")
print(f"predicted direct noise at the peak: {predicted[i]:.1e} hartree")
print(f"sampled/predicted rms, direct form: {rms_direct:.3f}")
print(f"sampled/predicted rms, conditional form: {rms_cond:.3f}")
print(f"window at {tau} hartree: {ref.x[lo]:.2f} to {ref.x[hi - 1]:.2f} bohr")
print(f"  direct error inside {err_direct[window].max():.1e} hartree")
print(f"  conditional error inside {err_cond[window].max():.1e} hartree")
print(f"  direct error outside {err_direct[~window].max():.1e} hartree")
print("verified")
```

Running it gives:

```
softening lengths L, H, repulsion: 1.5, 0.8, 0.8 bohr
grid spacing 0.125 bohr, box margin 14.0 bohr
largest grid: 319 points per electron
I_L = 0.47546 hartree, I_H = 0.80552 hartree
I_H - I_L = 0.33007 hartree = 8.982 eV
kappa_L = 0.9751, kappa_H = 1.2693 1/bohr
R, x_peak in bohr; E2, I, step, peak, atomic-sum peak in hartree
   R       E2        I      step     peak   x_peak  sum-peak
  2.0  -1.76086  0.51821   0.2630   0.0403   0.173   0.1275
  4.0  -1.52680  0.46818   0.3382   0.1433   0.329   0.2649
  6.0  -1.44189  0.46911   0.3274   0.3178   0.440   0.3534
  8.0  -1.40337  0.47280   0.3285   0.4129   0.588   0.4096
 10.0  -1.37971  0.47421   0.3292   0.4561   0.742   0.4475
 12.0  -1.36361  0.47478   0.3296   0.4812   0.893   0.4745
step at R=12: 8.969 eV
peak at R=12: 13.095 eV
peak from Coulomb tails at R=12: 0.4711 hartree
peak limit for infinite R: 0.6297 hartree
profile at R=12: x in bohr, the rest in hartree
     x   step term  peak term   v_Hxc      v_s   atomic sum
 -10.0     0.0627     0.0000    0.0627   -0.2338   -0.2341
  -6.0     0.0838     0.0000    0.0838   -0.6660   -0.6667
  -2.0     0.1262     0.0000    0.1262   -0.2322   -0.2341
   0.0     0.1785     0.0542    0.2327   -0.0942   -0.0979
   1.0     0.3673     0.4609    0.8282    0.4910    0.4788
   2.0     0.4544     0.0245    0.4788    0.1108    0.1071
   4.0     0.4307     0.0000    0.4307   -0.1324   -0.1342
   6.0     0.4134     0.0000    0.4134   -0.9193   -0.9199
  11.0     0.3881     0.0000    0.3881    0.1321    0.1326
max |v_s - atomic sum|, R=6: 0.0474 hartree
max |v_s - atomic sum|, R=12: 0.0132 hartree
superposition formula error: 1.1e-04 hartree
CI minus grid energy, R=2: 4.8e-06 hartree
largest residual: 5.0e-11 hartree
largest mismatch of the two forms: 1.2e-09 hartree
orbital recovered from v_s within 4.9e-10 bohr^-1/2
coarse grid change of peak: -9.8e-05 hartree
coarse grid change of step: 8.0e-08 hartree
loose state, R=10: residual 9.5e-05 hartree
  energy error 7.5e-09, v_s error 2.4e-04 hartree
noise study, R=10: sigma = 5.0e-07 1/bohr
stencil norm 3.4577 (dimensionless)
phi at the peak: 0.0204 bohr^-1/2
predicted direct noise at the peak: 9.6e-04 hartree
sampled/predicted rms, direct form: 1.015
sampled/predicted rms, conditional form: 0.017
window at 0.01 hartree: -13.12 to 11.38 bohr
  direct error inside 9.6e-03 hartree
  conditional error inside 7.1e-04 hartree
  direct error outside 4.4e+01 hartree
verified
```
